# Quadrature-phase edge strips and diffraction-order phases of a line-space mask: test program

```python
"""Equal line-space thin mask with quadrature-phase strips on its edges.

Result under test: with strips of width w and transmission i*beta centred on
the edges of a mask of period p, the zeroth diffraction order has phase
atan(4 beta w/(p-2w)) = 4 beta w/p + ..., while the +1 and -1 orders equal
cos(pi w/p)/pi and keep zero phase. In three-beam imaging this moves best focus.
Orders: a_m = (1/p) * integral of t(x) exp(-2 pi i m x/p) over one period.
Lengths are in nm; time factor exp(-i omega t); z is along propagation.
"""
import numpy as np
from scipy.optimize import minimize_scalar

WAVELENGTH = 193.0
NA = 0.85
REDUCTION = 4
WAFER_PITCH = 260.0
PITCH = REDUCTION * WAFER_PITCH
WIDTH = 20.0
BETA = 1.0
k = 2 * np.pi / WAVELENGTH
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def mask(x, w, tau, opening=PITCH / 2, offset=0.0, dark=0.0, added=False):
    """Pointwise transmission for |x| <= PITCH/2; offset moves strips outward."""
    base = np.where(np.abs(x) < opening / 2, 1.0 + 0j, dark)
    in_strip = np.abs(np.abs(x) - opening / 2 - offset) < w / 2
    return np.where(in_strip, tau + (base if added else 0), base)


def order(m, w, tau, opening=PITCH / 2, offset=0.0, dark=0.0, added=False):
    """Diffraction order by Gauss quadrature between the mask's jumps."""
    edge = opening / 2
    cuts = [edge, edge + offset - w / 2, edge + offset + w / 2, PITCH / 2]
    cuts = np.unique([0.0] + cuts + [-c for c in cuts])
    total = 0j
    for lo, hi in zip(cuts[:-1], cuts[1:]):
        x = (lo + hi) / 2 + (hi - lo) / 2 * NODES
        f = mask(x, w, tau, opening, offset, dark, added)
        f = f * np.exp(-2j * np.pi * m * x / PITCH)
        total += (hi - lo) / 2 * np.sum(WEIGHTS * f)
    return total / PITCH


def relative_phase(w, tau, **kw):
    """Zeroth-order phase minus the mean phase of the two first orders."""
    a0, ap, am = (order(m, w, tau, **kw) for m in (0, 1, -1))
    return np.angle(a0**2 * np.conj(ap * am)) / 2


# Every order against its closed form, for several widths and strengths
for w in (5.0, 20.0, 150.0):
    u = w / PITCH
    for beta in (0.5, 1.0, -0.8):
        a0 = order(0, w, 1j * beta)
        assert abs(a0 - (0.5 - u + 2j * beta * u)) < 1e-12
        assert abs(np.angle(a0) - np.arctan(4 * beta * u / (1 - 2 * u))) < 1e-12
        for m in (-3, -2, -1, 1, 2, 3, 4, 5):
            clear = np.sin(m * np.pi / 2 - m * np.pi * u) / (m * np.pi)
            strip = 2 * beta * u * np.sinc(m * u) * np.cos(m * np.pi / 2)
            assert abs(order(m, w, 1j * beta) - clear - 1j * strip) < 1e-12
        for m in (-1, 1):
            assert abs(np.angle(order(m, w, 1j * beta))) < 1e-12
        # strip field added to, rather than replacing, the old transmission
        assert abs(order(0, w, 1j * beta, added=True) - 0.5 - 2j * beta * u) < 1e-12
        assert abs(order(1, w, 1j * beta, added=True) - 1 / np.pi) < 1e-12
    # the first order does not depend on the strip's complex transmission
    assert abs(order(1, w, 0.7 - 0.4j) - order(1, w, 0.0)) < 1e-12

# Small-width laws, extracted from the integrated orders
u = 1e-3
slope = np.angle(order(0, u * PITCH, 1j * BETA)) / u
slope_half = np.angle(order(0, u * PITCH / 2, 1j * BETA)) / (u / 2)
slope_limit = 2 * slope_half - slope
assert abs(slope_limit - 4 * BETA) < 1e-4
assert abs((slope - 4 * BETA) / u - 8 * BETA) < 0.02
drop = [1 / np.pi - abs(order(1, w, 1j * BETA)) for w in (20.0, 10.0)]
assert abs(drop[0] / drop[1] - 4) < 0.01

# Cases in which the first-order phase does not vanish
f = 0.4
unequal_slope = np.angle(order(1, 1e-4 * PITCH, 1j * BETA, opening=f * PITCH)) / 1e-4
assert abs(unequal_slope / (2 * np.pi * BETA / np.tan(np.pi * f)) - 1) < 0.01
outside = np.angle(order(1, u * PITCH, 1j * BETA, offset=u * PITCH / 2))
assert abs(outside / (-2 * np.pi**2 * BETA * u**2) - 1) < 0.01

# Relative phase survives a sideways displacement of the sampled mask
cells = 4160
x_cells = (np.arange(cells) + 0.5) * PITCH / cells - PITCH / 2
spectrum = np.fft.fft(np.roll(mask(x_cells, WIDTH, 1j * BETA), 137)) / cells
moved = np.angle(spectrum[0]**2 * np.conj(spectrum[1] * spectrum[-1])) / 2
phi = relative_phase(WIDTH, 1j * BETA)
assert abs(moved - phi) < 1e-6

# Image formed by the orders that the lens accepts
sine = WAVELENGTH / WAFER_PITCH
cosine = np.sqrt(1 - sine**2)
accepted = [m for m in range(-5, 6) if abs(m) * sine <= NA]
assert accepted == [-1, 0, 1]
x_image = np.arange(64) * WAFER_PITCH / 64


def fundamental(z, w=WIDTH):
    """Amplitude of cos(2 pi x/P) in the image intensity at defocus z."""
    field = 0
    for m in accepted:
        kz = k * np.sqrt(1 - (m * sine)**2)
        wave = np.exp(2j * np.pi * m * x_image / WAFER_PITCH + 1j * kz * z)
        field = field + order(m, w, 1j * BETA) * wave
    return 2 * np.mean(abs(field)**2 * np.cos(2 * np.pi * x_image / WAFER_PITCH))


a0, a1, a2 = (order(m, WIDTH, 1j * BETA) for m in (0, 1, 2))
nm_per_rad = 1 / (k * (1 - cosine))
shift = -phi * nm_per_rad
found = minimize_scalar(lambda z: -fundamental(z), bounds=(-60, 60),
                        method="bounded", options={"xatol": 1e-6}).x
assert abs(found - shift) < 0.01
for z in (-100.0, 0.0, 100.0):
    law = 4 * abs(a0) * a1.real * np.cos(phi + k * z * (1 - cosine))
    assert abs(fundamental(z) - law) < 1e-12

# Sizes of effects outside the model (rough typical inputs)
DENSITY, ABSORBER, RESIST, RESIST_INDEX, SIGMA = 3.0, 70.0, 100.0, 1.7, 0.1
leak = 10 ** (-DENSITY / 2)
bare_leak = relative_phase(0.0, 0.0, dark=1j * leak)
assert abs(bare_leak - 2 * np.arctan(leak)) < 1e-12
leak_change = relative_phase(WIDTH, 1j * BETA, dark=1j * leak) - phi
mask_cosine = np.sqrt(1 - (WAVELENGTH / PITCH)**2)
plane_phase = k * ABSORBER * (1 - mask_cosine)
wide = PITCH / 2 + 20.0
wide_first = np.angle(order(1, WIDTH, 1j * BETA, opening=wide))
offset_first = np.angle(order(1, WIDTH, 1j * BETA, offset=WIDTH / 2))
half_beta = relative_phase(WIDTH, 0.5j * BETA)
resist_phase = k * RESIST * (RESIST_INDEX - np.sqrt(RESIST_INDEX**2 - sine**2))
source = np.linspace(-SIGMA * NA, SIGMA * NA, 41)
assert source.max() + sine < NA
path = np.sqrt(1 - source**2) - np.sqrt(1 - (source + sine)**2)
source_shift = minimize_scalar(lambda z: -np.mean(np.cos(phi + k * z * path)),
                               bounds=(-60, 60), method="bounded",
                               options={"xatol": 1e-6}).x

deg = np.degrees
print(f"Wavelength: {WAVELENGTH:.0f} nm")
print(f"Numerical aperture: {NA:.2f}")
print(f"Reduction: {REDUCTION}")
print(f"Wafer pitch: {WAFER_PITCH:.0f} nm")
print(f"Mask pitch p: {PITCH:.0f} nm")
print(f"Strip width w: {WIDTH:.0f} nm")
print(f"Strip amplitude beta: {BETA:.1f}")
print(f"w/p: {WIDTH / PITCH:.5f}")
print(f"w/wavelength: {WIDTH / WAVELENGTH:.3f}")
print(f"a_0: {a0.real:.5f} + {a0.imag:.5f} i")
print(f"|a_0|: {abs(a0):.5f}")
print(f"a_1 real part: {a1.real:.5f}")
print(f"a_1 without strips: {order(1, 0.0, 0.0).real:.5f}")
print(f"|a_1 imaginary part| below 1e-12: {abs(a1.imag) < 1e-12}")
print(f"a_2: {a2.real:.5f} {a2.imag:+.5f} i")
print(f"Extracted small-w slope of arg a_0 per w/p: {slope_limit:.4f} rad")
print(f"First-order estimate 4 beta w/p: {4 * BETA * WIDTH / PITCH:.5f} rad")
print(f"Full zeroth-order phase: {phi:.5f} rad")
print(f"Full zeroth-order phase: {deg(phi):.2f} deg")
print(f"First-order slope at opening fraction 0.4: {unequal_slope:.3f} rad")
print(f"sin(theta) at wafer: {sine:.4f}")
print(f"cos(theta) at wafer: {cosine:.4f}")
print(f"Focus change per radian: {nm_per_rad:.2f} nm")
print(f"Best-focus shift, formula: {shift:.2f} nm")
print(f"Best-focus shift, image search: {found:.2f} nm")
print(f"Fundamental at z = -100 nm: {fundamental(-100.0):.4f}")
print(f"Fundamental at z = 0 nm: {fundamental(0.0):.4f}")
print(f"Fundamental at z = +100 nm: {fundamental(100.0):.4f}")
print(f"No strips, z = -100 nm: {fundamental(-100.0, 0.0):.4f}")
print(f"No strips, z = +100 nm: {fundamental(100.0, 0.0):.4f}")
print(f"Defocus from best focus to zero fundamental: {np.pi / 2 * nm_per_rad:.1f} nm")
print("Effects outside the model:")
print(f"Leakage amplitude at optical density {DENSITY:.0f}: {leak:.4f}")
print(f"Relative phase added by +i leakage: {deg(leak_change):.2f} deg")
print(f"Focus change from +i leakage: {-leak_change * nm_per_rad:.2f} nm")
print(f"Absorber thickness: {ABSORBER:.0f} nm")
print(f"Phase across absorber thickness: {deg(plane_phase):.2f} deg")
print(f"Equivalent wafer focus: {plane_phase * nm_per_rad:.2f} nm")
print(f"arg a_1, opening 20 nm too wide: {deg(wide_first):.3f} deg")
print(f"arg a_1, strips just outside opening: {deg(offset_first):.3f} deg")
print(f"Relative phase if beta is halved: {deg(half_beta):.2f} deg")
print(f"Source radius sigma (line source): {SIGMA:.1f}")
print(f"Best-focus shift with that source: {source_shift:.2f} nm")
print(f"TM factor on fundamental, cos(theta): {cosine:.3f}")
print(f"Resist thickness: {RESIST:.0f} nm")
print(f"Resist index: {RESIST_INDEX:.1f}")
print(f"Phase spread through resist: {deg(resist_phase):.1f} deg")
print(f"Equivalent air focus spread: {resist_phase * nm_per_rad:.1f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
Wavelength: 193 nm
Numerical aperture: 0.85
Reduction: 4
Wafer pitch: 260 nm
Mask pitch p: 1040 nm
Strip width w: 20 nm
Strip amplitude beta: 1.0
w/p: 0.01923
w/wavelength: 0.104
a_0: 0.48077 + 0.03846 i
|a_0|: 0.48231
a_1 real part: 0.31773
a_1 without strips: 0.31831
|a_1 imaginary part| below 1e-12: True
a_2: 0.01918 -0.03837 i
Extracted small-w slope of arg a_0 per w/p: 4.0000 rad
First-order estimate 4 beta w/p: 0.07692 rad
Full zeroth-order phase: 0.07983 rad
Full zeroth-order phase: 4.57 deg
First-order slope at opening fraction 0.4: 2.042 rad
sin(theta) at wafer: 0.7423
cos(theta) at wafer: 0.6701
Focus change per radian: 93.10 nm
Best-focus shift, formula: -7.43 nm
Best-focus shift, image search: -7.43 nm
Fundamental at z = -100 nm: 0.3341
Fundamental at z = 0 nm: 0.6110
Fundamental at z = +100 nm: 0.2482
No strips, z = -100 nm: 0.3033
No strips, z = +100 nm: 0.3033
Defocus from best focus to zero fundamental: 146.2 nm
Effects outside the model:
Leakage amplitude at optical density 3: 0.0316
Relative phase added by +i leakage: 3.61 deg
Focus change from +i leakage: -5.86 nm
Absorber thickness: 70 nm
Phase across absorber thickness: 2.27 deg
Equivalent wafer focus: 3.69 nm
arg a_1, opening 20 nm too wide: -0.418 deg
arg a_1, strips just outside opening: -0.418 deg
Relative phase if beta is halved: 2.29 deg
Source radius sigma (line source): 0.1
Best-focus shift with that source: -7.16 nm
TM factor on fundamental, cos(theta): 0.670
Resist thickness: 100 nm
Resist index: 1.7
Phase spread through resist: 31.8 deg
Equivalent air focus spread: 51.7 nm
ALL CHECKS PASSED
```
